\section*{Tensor forms from symmetry: generator constraints, group averages and cubic third-order elasticity}

\section{How many derivatives to compute}

Third-order elastic constants are third derivatives of a crystal's energy with respect to strain, and each one costs a set of energy calculations on deformed cells. A triclinic crystal has 56 of them. For a cubic crystal of class $m\bar3m$ six suffice, for class $m\bar3$ eight are needed. Before any cell is deformed, one has to decide which derivatives to compute and which to fill in by symmetry.

Let $\eta$ be the Lagrangian strain, so that a vector $\mathbf r$ of the reference crystal acquires the squared length $\mathbf r\cdot(1+2\eta)\mathbf r$. Let $W$ be the energy per reference volume. Then
\begin{equation}
C_{ijklmn}=\frac{\partial^3 W}{\partial\eta_{ij}\,\partial\eta_{kl}\,\partial\eta_{mn}}=C_{IJK},
\end{equation}
with the Voigt labels $11,22,33,23,13,12\to1,\dots,6$. The Voigt strains are $\eta_1=\eta_{11}$ and so on, but $\eta_4=2\eta_{23}$, $\eta_5=2\eta_{13}$, $\eta_6=2\eta_{12}$. With these factors of two, $C_{IJK}$ is the derivative with respect to $\eta_I,\eta_J,\eta_K$ and needs no further factor.

The physical input is Neumann's principle: an equilibrium property is unchanged by every operation of the crystal's point group. The reference state must have that symmetry. Hydrostatic pressure preserves it as long as no phase transition intervenes; a uniaxial load in general does not.

\section{The naive scheme, where it works}

The direct approach treats each operation as a relabelling of axes. With axes along the cube edges, the twofold rotation about $z$ reverses $x$ and $y$, so a component with $n_x$, $n_y$, $n_z$ indices of each kind is multiplied by $(-1)^{n_x+n_y}$. The other two twofold axes give the corresponding conditions. A surviving component has $n_x,n_y,n_z$ of equal parity; since they add to six, all three are even. This leaves 20 of the 56 components.

The threefold rotation about $[111]$ relabels $1\to2\to3\to1$ and $4\to5\to6\to4$. It collects the 20 into eight classes:
\begin{align}
&C_{111}=C_{222}=C_{333}, && C_{123}, \nonumber\\
&C_{112}=C_{223}=C_{133}, && C_{113}=C_{122}=C_{233},\nonumber\\
&C_{155}=C_{266}=C_{344}, && C_{166}=C_{244}=C_{355},\nonumber\\
&C_{144}=C_{255}=C_{366}, && C_{456}.
\end{align}
This is the result for $m\bar3$; inversion adds nothing, because the rank is even. In $m\bar3m$ the fourfold rotation about $z$ also exchanges $1\leftrightarrow2$ and $4\leftrightarrow5$, with signs that cancel because every index count is even. It turns $C_{112}$ into $C_{122}$ and $C_{155}$ into $C_{244}$, which merges two pairs of classes. The independent constants are then
\begin{equation}
C_{111},\;C_{112},\;C_{123},\;C_{144},\;C_{155},\;C_{456}.
\label{six}
\end{equation}

\section{Where it breaks}

Relabelling requires every operation to permute the axes up to sign. A threefold axis along $z$ does not. With $c=\cos120^\circ=-\tfrac12$ and $s=\sin120^\circ=\tfrac{\sqrt3}{2}$, a symmetric second-rank tensor transforms as
\begin{align}
T'_{11}&=c^2T_{11}-2cs\,T_{12}+s^2T_{22},\\
T'_{12}&=cs\,(T_{11}-T_{22})+(c^2-s^2)T_{12}.
\end{align}
Setting $T'=T$ and $d=T_{11}-T_{22}$, the first line gives $T_{12}=\tfrac{\sqrt3}{2}d$ and the second $T_{12}=-\tfrac{\sqrt3}{6}d$. Hence $d=0$ and $T_{12}=0$, but neither equation says so alone. The constraints are a linear system and must be solved as one. The same happens to a cubic crystal described in tilted axes.

Relabelling also leaves two questions open: what sign accompanies an operation when the property involves magnetism, and how many operations must be imposed before the list is complete. The general scheme has to answer both.

\section{The action, with its two signs}

Write an operation as $g=(R,\theta)$, with $R$ an orthogonal matrix and $\theta=-1$ if time is also reversed, $\theta=+1$ otherwise. Positions and velocities transform as $\mathbf r\to R\mathbf r$ and $\mathbf v\to\theta R\mathbf v$. For a cross product, take any vector $\mathbf w$ and use the determinant form of the triple product:
\begin{align}
(R\mathbf w)\cdot[(R\mathbf u)\times(R\mathbf v)]
&=\det R\;\,\mathbf w\cdot(\mathbf u\times\mathbf v)\nonumber\\
&=(R\mathbf w)\cdot[\det R\;R(\mathbf u\times\mathbf v)].
\end{align}
The second step holds because $R$ preserves scalar products. Since $R\mathbf w$ is arbitrary, $(R\mathbf u)\times(R\mathbf v)=\det R\,R(\mathbf u\times\mathbf v)$. A magnetic moment, built from $\mathbf r\times\mathbf v$, therefore carries the factor $\theta\det R$: it is axial and time-odd.

A response coefficient inherits the product of the signs of the quantities it links. In the magnetoelectric relation $M_i=\alpha_{ij}E_j$, $\mathbf M$ becomes $\theta\det R\,R\mathbf M$ and $\mathbf E$ becomes $R\mathbf E$, so $\alpha$ becomes $\theta\det R\,R\alpha R^{T}$. In general, with flags $a,t\in\{0,1\}$ for axial and time-odd,
\begin{equation}
(gT)_{ij\dots}=(\det R)^a\,\theta^t\,R_{ip}R_{jq}\cdots T_{pq\dots}.
\label{action}
\end{equation}

The group $4/mm'm'$, where a prime marks an operation combined with time reversal, shows the cost of a wrong flag. It contains unprimed inversion, $R=-1$, $\theta=1$. For a second-rank tensor the two factors $R$ cancel, and the magnetoelectric flags $a=t=1$ leave $\alpha=-\alpha$, so the effect is forbidden. With both flags omitted, the algorithm would allow two constants. In $\bar3'm'$ the omission goes unnoticed: the generators (a threefold rotation, a twofold rotation and primed inversion) all have $\theta\det R=1$, hence so do all their products, and both choices of flags give two constants. Agreement in one group therefore does not validate the flags. The program tests them on orbits of moving charges, using positions, velocities and cross products.

The time-odd sign in Eq.~(\ref{action}) is meant for static equilibrium properties. For electrical conduction, current is odd under time reversal and electric field is even; the rule would make conductivity vanish in every nonmagnetic crystal. Conduction is dissipative, and time reversal enters through the Onsager relations, which also exchange the two indices. Transport tensors need that modified action.

\section{Fewer unknowns without distorting lengths}

A sixth-rank tensor has 729 entries. Symmetry within each index pair leaves six values per pair, and symmetry under exchange of pairs leaves $6\cdot7\cdot8/6=56$ components. Using the bare $C_{IJK}$ as coordinates spoils the geometry, since they stand for different numbers of entries. $C_{111}$ occurs once. $C_{144}$ occurs 12 times: three orders of the pairs, times two orders within each shear pair. $C_{456}$ occurs $6\cdot8=48$ times.

The remedy is one basis vector per set of equal entries, divided by the square root of its multiplicity $m$. These vectors are the columns of a matrix $B$ with $B^TB=1$, and the coordinate of a component is $\sqrt m\,C_{IJK}$. Sums of squares then equal those over all 729 entries.

Let $K_g=R\otimes R\otimes\cdots$ and
\begin{equation}
D(g)=(\det R)^a\theta^t\,B^TK_gB .
\end{equation}
Because $K_g$ applies the same matrix to every index, it commutes with index permutations and maps the span of $B$ into itself: $BB^TK_gB=K_gB$. It follows that
\begin{align}
B^TK_gB\,B^TK_hB&=B^TK_gK_hB=B^TK_{gh}B,\\
(B^TK_gB)^TB^TK_gB&=B^TK_g^TK_gB=1 .
\end{align}
The signs multiply consistently and square to one. So $D(g)D(h)=D(gh)$, and each $D(g)$ is orthogonal.

\section{When the constraints are complete}

If $D(g)T=T$ and $D(h)T=T$, then $D(gh)T=D(g)D(h)T=T$. Multiplying $D(g)T=T$ by $D(g)^{-1}$ covers inverses. Constraints from a generating set thus imply those of the whole group. For $m\bar3m$ three generators are enough: the fourfold rotation about $z$, the threefold rotation about $[111]$, and inversion. Stack them:
\begin{equation}
M=\begin{pmatrix}D(g_1)-1\\D(g_2)-1\\\vdots\end{pmatrix},
\qquad |MT|^2=\sum_k|D(g_k)T-T|^2 .
\end{equation}
The sum vanishes if and only if every term does, so the allowed tensors are the null space of $M$. A singular value decomposition returns an orthonormal basis $N$ for it. Rounding requires a threshold between zero and nonzero singular values. In the cubic elastic case the smallest nonzero one is 1.0 and the others lie below $10^{-12}$, so the decision is clear.

The columns of $N$ are arbitrary mixtures of the allowed patterns. Dividing by $\sqrt m$ and row-reducing, with components in Voigt order, gives the independent constants and expresses every other component as a linear combination of them; for a cubic class in cube axes these combinations reduce to equalities and zeros. For $m\bar3m$ this reproduces the six in Eq.~(\ref{six}), with 20 nonzero components and 36 zeros.

\section{The average, for counting and for data}

For a finite group of $|G|$ elements there is a second route, the Reynolds average
\begin{equation}
P=\frac1{|G|}\sum_{g\in G}D(g).
\end{equation}
Multiplication by $D(h)$ merely reorders the sum, so $D(h)P=P$, and every $PT$ is allowed. If $T$ is already allowed, $PT=T$. Averaging $D(h)P=P$ over $h$ gives $P^2=P$. Orthogonality gives $D(g)^T=D(g^{-1})$, and summing over the group gives $P^T=P$. Thus $P$ is the orthogonal projector onto the allowed space, $P=NN^T$, and $PT$ is the allowed tensor nearest to $T$ in the sum of squares over all entries.

The trace of a projector is its dimension, which gives a count independent of any threshold. Let $s(R)$ be the trace of $R$ acting on symmetric second-rank tensors,
\begin{equation}
s(R)=\tfrac12\left[(\operatorname{tr}R)^2+\operatorname{tr}R^2\right].
\end{equation}
If the eigenvalues of that six-dimensional action are $\lambda_i$, the trace on symmetric triples is
\begin{equation}
\chi(R)=\sum_{i\le j\le k}\lambda_i\lambda_j\lambda_k
=\tfrac16\left[s(R)^3+3s(R)s(R^2)+2s(R^3)\right].
\end{equation}
To check the coefficients, note that $\lambda_i^3$ appears $1+3+2=6$ times in the bracket, $\lambda_i^2\lambda_j$ appears $3+3=6$ times, and a product of three different eigenvalues 6 times.

Inversion acts trivially here, so the 24 proper rotations of the cube suffice. The identity has $s=6$, a twofold rotation $s=2$, and threefold and fourfold rotations $s=0$. Therefore
\begin{align}
\chi(1)&=\tfrac16(216+108+12)=56,\nonumber\\
\chi(C_2)&=\tfrac16(8+36+4)=8,\nonumber\\
\chi(C_3)&=\tfrac16(0+0+12)=2,\qquad \chi(C_4)=0.
\end{align}
There are nine twofold, eight threefold and six fourfold rotations:
\begin{equation}
\frac{56+9\cdot8+8\cdot2+6\cdot0}{24}=\frac{144}{24}=6 .
\end{equation}
For $m\bar3$, with three twofold and eight threefold rotations, the count is $(56+24+16)/12=8$.

The average needs a list of all elements; the null space does not. Add to the cubic generators a rotation by one radian about $z$. Its powers never repeat, because $2\pi$ is irrational, and they come arbitrarily close to every rotation about $z$. By continuity the tensor is invariant under all of these, and the cubic operations carry the property to the $x$ and $y$ axes. The material is isotropic, and the algorithm finds three constants. They can be read from the isotropic cubic energy
\begin{equation}
W_3=\tfrac16\left[\nu_1(\operatorname{tr}\eta)^3+6\nu_2\operatorname{tr}\eta\,\operatorname{tr}\eta^2+8\nu_3\operatorname{tr}\eta^3\right].
\end{equation}
Differentiation, with the factors of two in the shear strains, gives $C_{123}=\nu_1$, $C_{144}=\nu_2$, $C_{456}=\nu_3$, and
\begin{align}
C_{112}&=C_{123}+2C_{144},\qquad C_{155}=C_{144}+2C_{456},\nonumber\\
C_{111}&=C_{123}+6C_{144}+8C_{456}.
\end{align}

\section{A model crystal, with and without the right axes}

Consider a model fcc crystal whose energy per atom is
\begin{equation}
E=A\sum_j e^{-p(r_j/r_0-1)}-B\Big[\sum_j e^{-2q(r_j/r_0-1)}\Big]^{1/2},
\end{equation}
with $A=0.1$ eV, $B=1.2$ eV, $p=10$, $q=3$, $r_0=2.8$ \AA, and 54 neighbours in four shells. The zero-pressure lattice parameter is 3.906 \AA. Each atom sits at an inversion centre, so homogeneous strain causes no internal displacement.

All 56 derivatives are taken numerically, without symmetry. For strain directions $a,b,c$ the stencil is
\begin{equation}
\Delta(h)=\frac1{8h^3}\sum_{\sigma_1,\sigma_2,\sigma_3=\pm1}\sigma_1\sigma_2\sigma_3\,
W\big(h(\sigma_1a+\sigma_2b+\sigma_3c)\big).
\end{equation}
The signs cancel every Taylor term that is not odd in each of the three steps. The lowest survivor is the wanted derivative, the next is of relative order $h^2$, and $[4\Delta(h)-\Delta(2h)]/3$ removes that one. With $h=2\times10^{-3}$ the results, in GPa, are
\begin{align}
C_{111}&=-1183.8, & C_{112}&=-663.3, & C_{123}&=-87.2,\nonumber\\
C_{144}&=-71.9, & C_{155}&=-537.0, & C_{456}&=13.2 .
\end{align}

The cutoff at four shells is part of the model: with twelve shells and the lattice parameter relaxed again, $C_{111}$ moves by about 12 GPa to $-1172$ GPa and $C_{456}$ to 14.0 GPa. All six differ, although pair forces alone would not allow that. A pair energy depends on $r^2+2\,\mathbf r\cdot\eta\mathbf r$, so its third derivative is proportional to $r_ir_jr_kr_lr_mr_n$, symmetric in all six indices. This would force $C_{112}=C_{155}$ and $C_{123}=C_{144}=C_{456}$. Those equalities belong to the force law; the point group does not require them, and the square-root term breaks them here.

The six constants should predict any other third derivative. For uniaxial strain $\eta=x\,\mathbf n\mathbf n^T$ along $[111]$, every $\eta_{ij}$ is $x/3$, so the Voigt strains are $x/3$ (normal) and $2x/3$ (shear). Summing over ordered triples, $C_{111}$ has weight $3$, $C_{112}$ has $6\cdot3=18$, $C_{123}$ has $6$, $C_{144}$ has $3\cdot3\cdot4=36$, $C_{155}$ has $6\cdot3\cdot4=72$ and $C_{456}$ has $6\cdot8=48$, all divided by 27:
\begin{align}
\frac{d^3W}{dx^3}&=\tfrac19\big(C_{111}+6C_{112}+2C_{123}\nonumber\\
&\qquad+12C_{144}+24C_{155}+16C_{456}\big)\nonumber\\
&=\tfrac19(-1183.8-3979.8-174.4\nonumber\\
&\qquad-862.8-12888.0+211.2)\nonumber\\
&=-2097.5\ \text{GPa}.
\end{align}
Direct differentiation along $[111]$ gives the same value to this precision. The largest contribution comes from $C_{155}$, so an error in that constant would matter most here.

Now tilt the crystal by 0.7 rad about $[123]$ and repeat the calculation. All 56 components now exceed $10^{-4}$ of the largest untilted constant, and relabelling has nothing to offer. The algorithm needs one change: each generator $R$ becomes $QRQ^T$, with $Q$ the tilt. As a measure of fit use $|x-NN^Tx|/|x|$, where $x$ holds the weighted components. It is $1.2\times10^{-7}$ with the tilted generators and 0.40 with the untilted ones. The first number is the truncation error of the stencil at this step; it grows about sixteenfold when $h$ is doubled.

The second number exposes a hazard of averaging. $P$ returns a tensor of perfect cubic form whatever it is given, including data referred to the wrong axes. The misfit should therefore be inspected before the averaged tensor replaces the data. If it is comparable with the numerical error, averaging removes the part of the noise that lies outside the allowed space; if it is much larger, the axes, the flags, the assumed group or the data are wrong. A small misfit does not prove the converse. An assumed group that is only a subgroup of the true one fits equally well, and for class $m\bar3$ a turn of the axes by $90^\circ$ about a cube edge exchanges $C_{112}$ with $C_{113}$ and $C_{155}$ with $C_{166}$ while leaving the misfit at zero. The numerical check computes the two misfits quoted above.

\section*{Computed results}
\begin{verbatim}
property | group | order | axial,odd | components | independent
third-order elastic | 1 | 1 | 0,0 | 56 | 56
third-order elastic | m-3 | 24 | 0,0 | 56 | 8
third-order elastic | m-3m | 48 | 0,0 | 56 | 6
second-order elastic | m-3m | 48 | 0,0 | 21 | 3
piezoelectric | -43m | 24 | 0,0 | 18 | 1
piezoelectric | 432 | 24 | 0,0 | 18 | 0
optical gyration | -42m | 8 | 1,0 | 6 | 1
magnetoelectric | -3'm' | 12 | 1,1 | 9 | 2
piezomagnetic | 4/mm'm' | 16 | 1,1 | 18 | 3
magnetization | 4/mm'm' | 16 | 1,1 | 3 | 1
magnetization | m-3m1' | 96 | 1,1 | 3 | 0
rank-2 counts for (axial,odd) = (0,0) (1,0) (0,1) (1,1):
  -42m: [2, 1, 2, 1]
  -3'm': [2, 0, 0, 2]
  4/mm'm': [2, 0, 1, 0]
m-3m third-order elastic pattern:
  C111 = C222 = C333
  C112 = C113 = C122 = C133 = C223 = C233
  C123
  C144 = C255 = C366
  C155 = C166 = C244 = C266 = C344 = C355
  C456
m-3m nonzero and zero components: 20, 36
largest 'zero' singular value below 1e-12: True
smallest nonzero singular value: 1.0000
m-3 independent constants: C111 C112 C113 C123 C144 C155 C166 C456
isotropic independent constants: 3
independent tensors from six bond-stretch energies: 6
model: A = 0.1 eV, B = 1.2 eV, p = 10.0, q = 3.0, r0 = 2.8 angstrom
neighbours per atom: 54
zero-pressure lattice parameter: 3.9059 angstrom
energy per atom: -3.0948 eV
C111 = -1183.8 GPa
C112 = -663.3 GPa
C123 = -87.2 GPa
C144 = -71.9 GPa
C155 = -537.0 GPa
C456 = 13.2 GPa
tilt: 0.7 rad about [123]; components above 1e-4 of max |C|: 56
relative misfit, tilted generators: 1.2e-07
relative misfit, untilted generators: 0.402
[111] third derivative from six constants: -2097.5 GPa
[111] third derivative, direct: -2097.5 GPa
\end{verbatim}
